# Donor density that fills germanium's L valleys up to Γ: verification in Python

```python
"""Filling of germanium's L valleys up to the direct (Gamma) valley.
Result under test, in Hartree atomic units, for rigid parabolic bands:
    n = 4 * m_t * sqrt(m_l) * (2*offset)**1.5 / (3*pi**2)
n: electron density; m_l, m_t: longitudinal and transverse L masses;
offset: energy of the Gamma edge above the L edge.
Further checks size nonparabolicity, screened exchange and temperature.
Material parameters are rough typical values for germanium.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
PER_CM3 = 1.0 / (BOHR_M * 100.0) ** 3      # bohr^-3 to cm^-3
KB_EV = const.k / const.e

m_l, m_t = 1.59, 0.0815
offset_ev = 0.136
cold_offset_ev = 0.15
lattice_nm = 0.566
epsilon = 16.0
gap_L_ev = 2.1
m_gamma = 0.038
side_edge_ev, side_ml, side_mt = 0.19, 1.35, 0.29   # six Delta-line valleys
temperature = 300.0

offset = offset_ev / HARTREE_EV
lattice = lattice_nm / BOHR_NM
gap_L = gap_L_ev / HARTREE_EV
kT = KB_EV * temperature / HARTREE_EV


def filled_density(energy):
    """Closed formula for the four L valleys at zero temperature."""
    return 4 * m_t * np.sqrt(m_l) * (2 * energy) ** 1.5 / (3 * np.pi**2)


n0 = filled_density(offset)
k_long = np.sqrt(2 * m_l * offset)
k_trans = np.sqrt(2 * m_t * offset)
m_dos = (m_l * m_t**2) ** (1 / 3)


# Explicit count of k points inside the fcc Brillouin zone, all L points
def counted_density(points=120):
    half_side = 1.1 * np.sqrt(k_long**2 / 3 + 2 * k_trans**2 / 3)
    step = 2 * half_side / points
    axis = (np.arange(points) + 0.5) * step - half_side
    qx, qy, qz = np.meshgrid(axis, axis, axis, indexing="ij")
    q_squared = qx**2 + qy**2 + qz**2
    unit = np.pi / lattice
    states = 0
    for sx in (-1, 1):
        for sy in (-1, 1):
            for sz in (-1, 1):
                along = (sx * qx + sy * qy + sz * qz) / np.sqrt(3)
                energy = (along**2 / (2 * m_l)
                          + (q_squared - along**2) / (2 * m_t))
                ax = np.abs(qx + sx * unit)
                ay = np.abs(qy + sy * unit)
                az = np.abs(qz + sz * unit)
                in_zone = ((ax + ay + az <= 3 * unit) & (ax <= 2 * unit)
                           & (ay <= 2 * unit) & (az <= 2 * unit))
                states += np.count_nonzero(in_zone & (energy <= offset))
    return 2 * states * step**3 / (2 * np.pi) ** 3


n_count = counted_density()
assert abs(n_count / n0 - 1) < 0.01      # finite k grid


# Thermal populations by quadrature, with energy = x**2
def thermal_density(valleys, ml, mt, fermi_above_edge, thermal_energy):
    top = np.sqrt(max(fermi_above_edge, 0.0) + 40 * thermal_energy)
    breaks = None
    if fermi_above_edge > 0:
        breaks = [np.sqrt(fermi_above_edge)]

    def integrand(x):
        return 2 * x**2 * expit((fermi_above_edge - x**2) / thermal_energy)

    value = quad(integrand, 0, top, points=breaks, limit=300,
                 epsabs=1e-14, epsrel=1e-9)[0]
    return valleys * np.sqrt(2 * ml) * mt / np.pi**2 * value


cold_kT = offset / 1000
n_cold = thermal_density(4, m_l, m_t, offset, cold_kT)
assert abs(n_cold / n0 - 1) < 1e-4

n_L_hot = thermal_density(4, m_l, m_t, offset, kT)
sommerfeld = 1 + np.pi**2 / 8 * (kT / offset) ** 2
assert abs(n_L_hot / n0 - sommerfeld) < 0.005   # next orders in kT/offset

side_edge = side_edge_ev / HARTREE_EV


def populations(fermi):
    return np.array([
        thermal_density(4, m_l, m_t, fermi, kT),
        thermal_density(1, m_gamma, m_gamma, fermi - offset, kT),
        thermal_density(6, side_ml, side_mt, fermi - side_edge, kT)])


at_edge = populations(offset)
fermi_hot = brentq(lambda e: populations(e).sum() - n0, 0.3 * offset,
                   1.2 * offset)
shares = populations(fermi_hot) / n0
assert abs(shares.sum() - 1) < 1e-6


# Transverse two-band nonparabolicity, from matrix eigenvalues
def transverse_k(energy):
    coupling = np.sqrt(gap_L / (2 * m_t))

    def mismatch(k):
        matrix = np.array([[0.0, coupling * k], [coupling * k, -gap_L]])
        return np.linalg.eigvalsh(matrix)[1] - energy

    return brentq(mismatch, 0.0, 3 * k_trans, xtol=1e-14)


nodes, weights = np.polynomial.legendre.leggauss(16)
areas = np.array([np.pi * transverse_k(offset * (1 - u**2)) ** 2
                  for u in nodes])
n_two_band = 4 * 2 / (2 * np.pi) ** 3 * k_long * np.dot(weights, areas)
band_factor = 1 + 4 * offset / (5 * gap_L)
assert abs(n_two_band / n0 - band_factor) < 1e-6

# Screened exchange at the Fermi surface of an equal-volume sphere
k_fermi = np.sqrt(2 * m_dos * offset)
dos_fermi = 1.5 * n0 / offset
de = 0.01 * offset
dos_numeric = (thermal_density(4, m_l, m_t, offset + de, cold_kT)
               - thermal_density(4, m_l, m_t, offset - de, cold_kT)) / (2 * de)
assert abs(dos_numeric / dos_fermi - 1) < 1e-3
q_screen = np.sqrt(4 * np.pi * dos_fermi / epsilon)
s = q_screen / k_fermi
screen_factor = (1 - s * np.arctan(2 / s)
                 + s**2 / 4 * np.log(1 + 4 / s**2))
direct_factor = dblquad(
    lambda c, p: p**2 / (1 + p**2 - 2 * p * c + s**2),
    0, 1, -1, 1)[0]
assert abs(direct_factor / screen_factor - 1) < 1e-6
bare_exchange = k_fermi / (np.pi * epsilon)
exchange = bare_exchange * screen_factor
n_exchange = filled_density(offset + exchange)

# Further sizes
n_cold_crystal = filled_density(cold_offset_ev / HARTREE_EV)
n_shifted = filled_density(offset + 0.01 / HARTREE_EV)
sample_cm3 = 5e19
fermi_sample = brentq(
    lambda e: thermal_density(4, m_l, m_t, e, cold_kT) * PER_CM3 - sample_cm3,
    0.1 * offset, 2 * offset)
assert abs(fermi_sample / (offset * (sample_cm3 / (n0 * PER_CM3)) ** (2 / 3))
           - 1) < 1e-4
atoms = 8 / lattice**3
mean_mass = 3 / (1 / m_l + 2 / m_t)
donor_radius = epsilon / mean_mass
mott = (0.26 / donor_radius) ** 3
gamma_L_distance = np.sqrt(3) * np.pi / lattice


def percent(ratio):
    return 100 * (ratio - 1)


print(f"L masses, longitudinal and transverse: {m_l}, {m_t} electron masses")
print(f"Gamma edge above L edge: {offset_ev} eV = {offset:.6f} hartree")
print(f"density-of-states mass per L valley: {m_dos:.4f} electron masses")
print(f"ellipsoid semi-axis, longitudinal: {k_long:.4f} bohr^-1")
print(f"ellipsoid semi-axis, transverse: {k_trans:.4f} bohr^-1")
print(f"lattice constant: {lattice_nm} nm")
print(f"longitudinal semi-axis / Gamma-L distance: "
      f"{k_long / gamma_L_distance:.3f}")
print(f"threshold density, formula: {n0:.4e} bohr^-3")
print(f"threshold density, formula: {n0 * PER_CM3:.3e} cm^-3")
print(f"threshold density, k-point count: {n_count * PER_CM3:.3e} cm^-3")
print(f"donors per germanium atom: {100 * n0 / atoms:.3f} percent")
print(f"mean donor spacing n^(-1/3): {n0 ** (-1 / 3) * BOHR_NM:.2f} nm")
print(f"Fermi energy at {sample_cm3:.0e} cm^-3: "
      f"{fermi_sample * HARTREE_EV:.4f} eV")
print(f"density change for offset +0.010 eV: {percent(n_shifted / n0):.1f} "
      "percent")
print(f"rough cold-crystal offset: {cold_offset_ev} eV")
print(f"threshold with cold-crystal offset: {n_cold_crystal * PER_CM3:.3e} "
      "cm^-3")
print(f"change from cold-crystal offset: {percent(n_cold_crystal / n0):.1f} "
      "percent")
print(f"band gap at L: {gap_L_ev} eV")
print(f"change from nonparabolicity: {percent(n_two_band / n0):.1f} percent")
print(f"dielectric constant: {epsilon}")
print(f"equal-volume Fermi wave number: {k_fermi:.4f} bohr^-1")
print(f"Thomas-Fermi screening wave number: {q_screen:.4f} bohr^-1")
print(f"screening factor F: {screen_factor:.3f}")
print(f"exchange lowering, unscreened: {bare_exchange * HARTREE_EV * 1e3:.1f}"
      " meV")
print(f"exchange lowering, screened: {exchange * HARTREE_EV * 1e3:.1f} meV")
print(f"change from screened exchange: {percent(n_exchange / n0):.1f} percent")
print(f"temperature: {temperature:.0f} K, kT = {kT * HARTREE_EV:.5f} eV")
print(f"thermal change of L density, quadrature: {percent(n_L_hot / n0):.2f} "
      "percent")
print(f"thermal change of L density, leading term: "
      f"{percent(sommerfeld):.2f} percent")
print(f"Gamma mass: {m_gamma} electron masses")
print(f"Delta-line valleys: edge {side_edge_ev} eV above L, "
      f"masses {side_ml}, {side_mt}")
print("300 K, Fermi level at Gamma edge:")
print(f"  L density: {at_edge[0] * PER_CM3:.3e} cm^-3")
print(f"  Gamma density: {at_edge[1] * PER_CM3:.3e} cm^-3")
print(f"  Delta-line density: {at_edge[2] * PER_CM3:.3e} cm^-3")
print(f"  total density: {at_edge.sum() * PER_CM3:.3e} cm^-3")
print("300 K, total density held at threshold value:")
print(f"  Fermi level above L edge: {fermi_hot * HARTREE_EV:.4f} eV")
print(f"  share in L: {100 * shares[0]:.2f} percent")
print(f"  share in Gamma: {100 * shares[1]:.3f} percent")
print(f"  share in Delta-line valleys: {100 * shares[2]:.2f} percent")
print(f"donor orbit radius, rough: {donor_radius * BOHR_NM:.1f} nm")
print(f"Mott density, rough: {mott * PER_CM3:.1e} cm^-3")
print(f"threshold / Mott density: {n0 / mott:.0f}")
print("verified")
```

Printed output:

```
L masses, longitudinal and transverse: 1.59, 0.0815 electron masses
Gamma edge above L edge: 0.136 eV = 0.004998 hartree
density-of-states mass per L valley: 0.2194 electron masses
ellipsoid semi-axis, longitudinal: 0.1261 bohr^-1
ellipsoid semi-axis, transverse: 0.0285 bohr^-1
lattice constant: 0.566 nm
longitudinal semi-axis / Gamma-L distance: 0.248
threshold density, formula: 1.3875e-05 bohr^-3
threshold density, formula: 9.363e+19 cm^-3
threshold density, k-point count: 9.361e+19 cm^-3
donors per germanium atom: 0.212 percent
mean donor spacing n^(-1/3): 2.20 nm
Fermi energy at 5e+19 cm^-3: 0.0895 eV
density change for offset +0.010 eV: 11.2 percent
rough cold-crystal offset: 0.15 eV
threshold with cold-crystal offset: 1.085e+20 cm^-3
change from cold-crystal offset: 15.8 percent
band gap at L: 2.1 eV
change from nonparabolicity: 5.2 percent
dielectric constant: 16.0
equal-volume Fermi wave number: 0.0468 bohr^-1
Thomas-Fermi screening wave number: 0.0572 bohr^-1
screening factor F: 0.237
exchange lowering, unscreened: 25.4 meV
exchange lowering, screened: 6.0 meV
change from screened exchange: 6.7 percent
temperature: 300 K, kT = 0.02585 eV
thermal change of L density, quadrature: 4.64 percent
thermal change of L density, leading term: 4.46 percent
Gamma mass: 0.038 electron masses
Delta-line valleys: edge 0.19 eV above L, masses 1.35, 0.29
300 K, Fermi level at Gamma edge:
  L density: 9.798e+19 cm^-3
  Gamma density: 1.422e+17 cm^-3
  Delta-line density: 6.025e+18 cm^-3
  total density: 1.041e+20 cm^-3
300 K, total density held at threshold value:
  Fermi level above L edge: 0.1272 eV
  share in L: 95.26 percent
  share in Gamma: 0.115 percent
  share in Delta-line valleys: 4.63 percent
donor orbit radius, rough: 7.1 nm
Mott density, rough: 4.9e+16 cm^-3
threshold / Mott density: 1909
verified
```
